# Oriani's effective diffusivity and hydrogen's apparent activation energy in iron

## Question

I am working on an exercise about hydrogen diffusing through iron that contains traps. The first part says: "Assuming that traps are in local equilibrium with the lattice, derive Oriani's effective diffusivity

\[
D_{\text{eff}}=\frac{D}{1+K N_T/N_L}."
\]

Here \(D\) is the diffusivity in the trap-free lattice, \(N_L\) and \(N_T\) are the numbers of lattice and trap sites per unit volume, and \(K\) is the equilibrium constant for trapping. The second part asks for "the apparent activation energy with 0.5 eV traps".

The data I have are a migration energy of 0.05 eV, a lattice prefactor of \(10^{-7}\) m²/s, \(10^{-5}\) traps per Fe atom, and temperatures from 300 to 600 K. Hydrogen sits on the tetrahedral sites of bcc iron.

I am stuck in two places. If I write Fick's law for the total hydrogen concentration with the diffusivity \(D\), the traps never appear. If I write it for the lattice hydrogen alone, hydrogen is not conserved, because some of it disappears into traps. And for the second part, is the answer 0.5 eV, or 0.5 eV plus the migration energy? Why would the exercise give me a trap density if it is one of those?

## Answer

Both difficulties in the first part go away if you use the two concentrations for different jobs: lattice hydrogen carries the flux, and total hydrogen is conserved. Local equilibrium connects them. As for the second part, the trap depth alone does not determine the activation energy, and the trap density is needed.

### The equilibrium between lattice and traps

Take a region small enough for the concentrations to be uniform in it, but large enough to contain many sites of both kinds. Each site holds at most one hydrogen atom, and the atoms do not interact otherwise. Let the energy be 0 on a lattice site and \(-E_b\) in a trap, with binding energy \(E_b>0\). I assume that the vibrational entropy is the same on both kinds of site.

For \(n\) atoms on \(N\) equivalent sites of energy \(\varepsilon\), the number of arrangements is \(W=N!/[n!(N-n)!]\). Stirling's approximation gives

\[
\ln W\approx N\ln N-n\ln n-(N-n)\ln(N-n).
\]

Differentiating with respect to \(n\), the constants \(-1\) and \(+1\) cancel:

\[
\frac{\partial \ln W}{\partial n}=-\ln n-1+\ln(N-n)+1=\ln\frac{N-n}{n}.
\]

The free energy is \(F=n\varepsilon-kT\ln W\), apart from the common vibrational part. With the occupancy \(\theta=n/N\), the chemical potential is therefore

\[
\mu=\frac{\partial F}{\partial n}=\varepsilon+kT\ln\frac{\theta}{1-\theta}.
\]

Local equilibrium means that moving an atom from a lattice site to a nearby trap does not change the free energy, so \(\mu_T=\mu_L\):

\[
-E_b+kT\ln\frac{\theta_T}{1-\theta_T}=kT\ln\frac{\theta_L}{1-\theta_L}.
\]

Move \(E_b\) to the right, divide by \(kT\) and exponentiate:

\[
\frac{\theta_T}{1-\theta_T}=K\,\frac{\theta_L}{1-\theta_L},
\qquad K=e^{E_b/kT}.
\]

The sign makes sense: a deeper trap has a larger \(K\) and is fuller. The numbers of sites are not part of \(K\); they enter when occupancies are turned into concentrations.

### How much trapped hydrogen accompanies lattice hydrogen

The concentrations are \(C_L=N_L\theta_L\) and \(C_T=N_T\theta_T\). Assume a dilute lattice, \(\theta_L\ll1\), so that \(1-\theta_L\approx1\). Then

\[
\theta_T=K\theta_L(1-\theta_T)
\quad\Rightarrow\quad
\theta_T(1+K\theta_L)=K\theta_L
\quad\Rightarrow\quad
\theta_T=\frac{K\theta_L}{1+K\theta_L}.
\]

It follows that \(1-\theta_T=1/(1+K\theta_L)\). We shall need the rate at which \(C_T\) grows with \(C_L\). The quotient rule gives

\[
\frac{d\theta_T}{d\theta_L}
=\frac{K(1+K\theta_L)-K\theta_L K}{(1+K\theta_L)^2}
=\frac{K}{(1+K\theta_L)^2}
=K(1-\theta_T)^2.
\]

Since \(dC_T=N_T\,d\theta_T\) and \(dC_L=N_L\,d\theta_L\),

\[
\frac{dC_T}{dC_L}=R(1-\theta_T)^2,
\qquad R=\frac{K N_T}{N_L}.
\]

A dilute lattice does not guarantee nearly empty traps. That requires \(K\theta_L\ll1\), which is a much stronger condition when \(K\) is large.

### From conservation to the effective diffusivity

Let the temperature and the trap density be uniform, and let \(s\) be the net rate of trapping per unit volume. Trapped atoms do not carry flux, so

\[
\frac{\partial C_L}{\partial t}=D\frac{\partial^2C_L}{\partial x^2}-s,
\qquad
\frac{\partial C_T}{\partial t}=s.
\]

The term \(s\) is the hydrogen that seemed to disappear in your second attempt. Adding the equations removes it. With \(C=C_L+C_T\),

\[
\frac{\partial C}{\partial t}=-\frac{\partial J}{\partial x},
\qquad
J=-D\frac{\partial C_L}{\partial x}.
\]

Your first attempt had the gradient of \(C\) in the flux, where the gradient of \(C_L\) belongs. To convert one into the other, use the fact that local equilibrium makes \(C_T\) a function of \(C_L\):

\[
\frac{\partial C}{\partial x}
=\left(1+\frac{dC_T}{dC_L}\right)\frac{\partial C_L}{\partial x}.
\]

This is where uniform \(N_T\) matters; otherwise \(C_T\) would also vary with \(x\) through the trap density. Solving for \(\partial C_L/\partial x\) and inserting it into the flux gives

\[
J=-D_{\text{eff}}\frac{\partial C}{\partial x},
\qquad
D_{\text{eff}}=\frac{D}{1+R(1-\theta_T)^2}.
\]

For nearly empty traps, \(\theta_T\ll1\), this becomes Oriani's formula:

\[
D_{\text{eff}}=\frac{D}{1+R}=\frac{D}{1+K N_T/N_L}.
\]

In this limit \(C_T=RC_L\), so the fraction of hydrogen on lattice sites is \(C_L/C=1/(1+R)\). The effective diffusivity is the lattice diffusivity times the mobile fraction.

The traps slow the approach to a steady state, but they need not reduce the steady flux. If the two surfaces of a plate are held at fixed values of \(C_L\), the steady flux is \(D\) times the difference in \(C_L\) divided by the thickness, with or without traps.

### When local equilibrium is good enough

Exchange with the traps takes time. For nearly empty traps, let \(k\) be the capture rate per lattice atom and \(p\) the escape rate per trapped atom:

\[
\frac{\partial C_L}{\partial t}=D\frac{\partial^2C_L}{\partial x^2}-kC_L+pC_T,
\qquad
\frac{\partial C_T}{\partial t}=kC_L-pC_T.
\]

In equilibrium \(kC_L=pC_T\), and \(C_T=RC_L\), so \(k/p=R\). Now try a decaying profile, \(C_L=A\cos(qx)e^{-\lambda t}\) and \(C_T=B\cos(qx)e^{-\lambda t}\). The second equation gives \(-\lambda B=kA-pB\), hence \(B=kA/(p-\lambda)\). The first gives

\[
\lambda=Dq^2+k-\frac{pk}{p-\lambda}
=Dq^2-\frac{k\lambda}{p-\lambda},
\]

and therefore

\[
\lambda\left(1+\frac{k}{p-\lambda}\right)=Dq^2.
\]

For the slow solution with \(\lambda\ll p\), expand \(k/(p-\lambda)\approx R(1+\lambda/p)\). Define the trapped fraction

\[
f=\frac{C_T}{C}=\frac{R}{1+R}.
\]

Dividing by \(1+R\) then gives \(\lambda(1+f\lambda/p)\approx D_{\text{eff}}q^2\). To first order in the small ratio,

\[
\lambda\approx D_{\text{eff}}q^2
\left(1-f\,\frac{D_{\text{eff}}q^2}{p}\right).
\]

So local equilibrium is a good approximation when the profile relaxes slowly compared with escape from a trap. The factor \(f\) makes the correction smaller still when little hydrogen is trapped. Thin samples and sharp profiles have large \(q\) and are the demanding cases.

### The apparent activation energy

An Arrhenius plot shows \(\ln D_{\text{eff}}\) against \(1/T\). With \(\beta=1/kT\), its local slope defines

\[
E_{\text{app}}=-\frac{d\ln D_{\text{eff}}}{d\beta}.
\]

Let the lattice diffusivity be \(D=D_0e^{-\beta E_m}\), with \(D_0\) and the migration energy \(E_m\) independent of temperature. For nearly empty traps,

\[
\ln D_{\text{eff}}=\ln D_0-\beta E_m-\ln(1+R).
\]

Since \(R=(N_T/N_L)e^{\beta E_b}\) with a fixed site ratio, \(dR/d\beta=E_bR\). Differentiating and reversing the sign,

\[
E_{\text{app}}=E_m+\frac{1}{1+R}\frac{dR}{d\beta}
=E_m+\frac{R}{1+R}E_b
=E_m+fE_b.
\]

The binding energy is weighted by the fraction of hydrogen that is trapped. This explains why you were given a trap density, and it settles your two candidate answers:

- **Weak trapping, \(R\ll1\).** Here \(E_{\text{app}}\to E_m\). Most hydrogen is on the lattice, and the traps hardly change \(D_{\text{eff}}\). The slope is more sensitive: \(E_{\text{app}}\approx E_m\) needs \(RE_b\ll E_m\), which for your numbers means \(R\ll0.1\).
- **Strong trapping, \(R\gg1\).** Here \(E_{\text{app}}\to E_m+E_b\). Dropping the 1 in \(1+R\) gives

\[
D_{\text{eff}}\approx D_0\frac{N_L}{N_T}e^{-(E_m+E_b)/kT}.
\]

Your second candidate is thus the strong-trapping limit. The value \(E_b\) alone is not a limit of the formula, because the migration energy is always added.

The two regimes meet at \(R=1\), where \(f=1/2\). This means \(e^{E_b/kT}=N_L/N_T\), or

\[
kT_\times=\frac{E_b}{\ln(N_L/N_T)}.
\]

Fewer traps make the logarithm larger and move the crossover to a lower temperature.

### Numbers for your iron

I read "0.5 eV traps" as a binding energy, \(E_b=0.50\) eV, measured from a lattice site. If the exercise means the barrier for escape from a trap, then \(E_m+E_b=0.50\) eV and the binding energy is only 0.45 eV; the formulas stay the same, but the numbers below change. I treat your energies, prefactor and trap density as round model parameters, not as measured properties of a particular sample. The iron structure supplies the number of lattice sites: bcc has six tetrahedral sites per metal atom. Hence

\[
\frac{N_T}{N_L}=\frac{10^{-5}}{6}=1.67\times10^{-6}.
\]

At 300 K, \(kT=0.02585\) eV, so

\[
K=e^{0.50/0.02585}=2.51\times10^8,
\]

\[
R=(2.51\times10^8)(1.667\times10^{-6})\approx418.
\]

Although traps are rare, their Boltzmann factor more than compensates. The trapped fraction is \(f=418/419=0.998\), and

\[
E_{\text{app}}=0.05+0.998\times0.50=0.55\ \text{eV}.
\]

The lattice diffusivity is \(1.446\times10^{-8}\) m²/s, which gives

\[
D_{\text{eff}}=\frac{1.446\times10^{-8}}{419.3}
=3.4\times10^{-11}\ \text{m}^2/\text{s}.
\]

The same steps at the other temperatures give:

| \(T\) (K) | \(R\) | \(f\) | \(E_{\text{app}}\) (eV) | \(D_{\text{eff}}\) (m²/s) |
|---|---|---|---|---|
| 300 | 418 | 0.998 | 0.55 | \(3.4\times10^{-11}\) |
| 400 | 3.32 | 0.77 | 0.43 | \(5.4\times10^{-9}\) |
| 500 | 0.18 | 0.15 | 0.13 | \(2.6\times10^{-8}\) |
| 600 | 0.026 | 0.026 | 0.06 | \(3.7\times10^{-8}\) |

The crossover \(R=1\) is at 436 K, where \(E_{\text{app}}=0.05+0.25=0.30\) eV. If the exercise wants a single number for room temperature, give 0.55 eV, or 53 kJ/mol, and say that it belongs to strong trapping with nearly empty traps. At 600 K the same traps leave an apparent energy of 0.063 eV, far below the strong-trapping value but still about a quarter above the migration energy.

### Why one straight line is misleading

Suppose you had only the end points, 300 and 600 K, and drew a straight Arrhenius line through them. With \(kT=0.05170\) eV at 600 K, its energy would be

\[
E_{\text{line}}=
\frac{\ln(3.704\times10^{-8}/3.448\times10^{-11})}
{1/0.02585-1/0.05170}
=0.36\ \text{eV}.
\]

This is neither the migration energy nor the sum of migration and binding energies. Integrating the definition of \(E_{\text{app}}\) shows what it is:

\[
\ln\frac{D_{\text{eff}}(\beta_1)}{D_{\text{eff}}(\beta_2)}
=\int_{\beta_1}^{\beta_2}E_{\text{app}}\,d\beta.
\]

Dividing by \(\beta_2-\beta_1\) gives the average of \(E_{\text{app}}\) over the interval in \(1/T\). The average mixes the two regimes, so it changes with the chosen temperature range.

The prefactor needs similar care. In the strong-trapping limit it is

\[
D_0\frac{N_L}{N_T}=10^{-7}\times6\times10^5
=0.06\ \text{m}^2/\text{s}.
\]

This large value reflects the scarcity of traps, not unusually fast lattice jumps. Nor may the strong-trapping line be extended above the crossover: it equals \(D/R\), which exceeds \(D\) itself once \(R<1\).

### Checking the assumptions for this example

**Trap filling.** The exercise does not state the hydrogen content, but where trapping is strong, as at 300 K, Oriani's formula needs it to be well below the trap density. Take \(10^{-7}\) hydrogen atoms per Fe atom. Even if all of them were trapped, they would fill only \(10^{-7}/10^{-5}=1\%\) of the traps, so \(\theta_T\le0.01\) at every temperature. At 300 K the occupancy is 0.010, and the more general formula gives a diffusivity 2% above Oriani's value.

There is also a small effect on the activation energy. If the total content is held fixed while the temperature changes, \(\theta_T\) changes too, and so does the factor \((1-\theta_T)^2\). At the four temperatures in the table, this shifts \(E_{\text{app}}\) by less than 0.003 eV, which does not matter here. The shift depends on what is held fixed. At fixed lattice concentration \(1-\theta_T=1/(1+K\theta_L)\) gives \(d\ln[R(1-\theta_T)^2]/d\beta=E_b(1-2\theta_T)\), and the shift at 300 K is 0.01 eV.

Now take \(5\times10^{-6}\) hydrogen atoms per Fe atom. At 300 K the trap occupancy is 0.498, and the ratio of the general result to Oriani's is

\[
\frac{1+R}{1+R(1-\theta_T)^2}
=\frac{1+418.3}{1+418.3(1-0.4976)^2}
\approx3.9.
\]

Oriani's formula is then too low by almost a factor of four. The lattice is still extremely dilute: \(\theta_L=\theta_T/[K(1-\theta_T)]\) is about \(4\times10^{-9}\). It is the filling of the traps that has spoiled the simple formula. Added hydrogen finds fewer empty traps, so a larger share of it stays mobile. The activation energy is then no longer a single number: for this state it is about 0.54 eV at fixed total content but about 0.05 eV at fixed lattice concentration, because \(1-2\theta_T\approx0\).

This second case is not exotic. The lattice solubility of hydrogen in iron at 300 K under 1 atm of H\(_2\) is of order \(2\times10^{-8}\) per Fe atom, or \(\theta_L\approx3\times10^{-9}\), which already fills 0.5 eV traps nearly halfway. The value 0.55 eV therefore answers the exercise as posed, with nearly empty traps, and applies to real iron at room temperature only at much lower hydrogen activity.

**Local equilibrium.** Consider a plate 1 mm thick at 300 K, losing hydrogen through both surfaces, where the concentration is held at zero. Its slowest profile is half a sine wave across the thickness, so \(q=\pi/(1\ \text{mm})\), and its decay rate is

\[
D_{\text{eff}}q^2
=(3.45\times10^{-11})\left(\frac{\pi}{10^{-3}}\right)^2
=3.4\times10^{-4}\ \text{s}^{-1}.
\]

For the escape rate, assume an attempt frequency of \(10^{13}\) s⁻¹ and a barrier \(E_m+E_b\): the atom must climb out of the trap and over an ordinary migration barrier. Then

\[
p=10^{13}e^{-0.55/0.02585}
=5.8\times10^3\ \text{s}^{-1}.
\]

The relative correction \(fD_{\text{eff}}q^2/p\) is about \(6\times10^{-8}\), so local equilibrium is an excellent approximation for this profile. Read this figure as an order of magnitude, since \(p\) ignores the several exits from a site and recapture by the same trap. For a plate 1 µm thick the same estimate is already about 6%. The correction grows as \(q^2\), so the estimate has to be repeated for a much thinner plate or for the steep profiles just after a sudden change at the surface.

What remains is the model itself: one kind of trap, a single binding energy, equal vibrational entropy on lattice and trap sites, and no interaction between hydrogen atoms beyond the exclusion of double occupancy. A difference in vibrational entropy would multiply \(K\) by a further factor and so shift the crossover temperature. A sample with several kinds of trap would need a separate equilibrium relation for each.

The numerical check compares the diffusivity and its activation energy with a one-dimensional random walk past shallow (0.10 eV) side traps, and the trap-filling formula with a direct integration of the trapping kinetics.

## Values computed for the example and the checks

```
Migration energy E_m = 0.05 eV
Trap binding energy E_b = 0.50 eV
Lattice prefactor D0 = 1.0e-07 m^2/s
Tetrahedral sites per Fe atom = 6
Traps per Fe atom = 1.0e-05
N_T/N_L = 1.6667e-06
T = 300 K: kT = 0.02585 eV, K = 2.510e+08, R = 418.3
  trapped fraction f = 0.9976, E_app = 0.5488 eV
  D = 1.446e-08 m^2/s, D_eff = 3.448e-11 m^2/s
T = 400 K: kT = 0.03447 eV, K = 1.994e+06, R = 3.323
  trapped fraction f = 0.7687, E_app = 0.4343 eV
  D = 2.344e-08 m^2/s, D_eff = 5.423e-09 m^2/s
T = 500 K: kT = 0.04309 eV, K = 1.096e+05, R = 0.1827
  trapped fraction f = 0.1544, E_app = 0.1272 eV
  D = 3.133e-08 m^2/s, D_eff = 2.650e-08 m^2/s
T = 600 K: kT = 0.05170 eV, K = 1.584e+04, R = 0.0264
  trapped fraction f = 0.0257, E_app = 0.0629 eV
  D = 3.802e-08 m^2/s, D_eff = 3.704e-08 m^2/s
Crossover temperature (R = 1) = 436.1 K
E_app at crossover = 0.3000 eV
Strong-trapping limit E_m+E_b = 0.55 eV
Strong-trapping limit = 53.1 kJ/mol
Strong-trapping prefactor D0*N_L/N_T = 6.000e-02 m^2/s
Arrhenius chord energy, 300 to 600 K = 0.3609 eV
Largest E_app shift at fixed low H content = 0.00275 eV
300 K, H per Fe = 1.0e-07: trap occupancy = 0.0100
  D_eff with filling / Oriani D_eff = 1.0202
300 K, H per Fe = 5.0e-06: trap occupancy = 0.4976
  D_eff with filling / Oriani D_eff = 3.9346
Plate thickness = 1.0 mm
Escape attempt frequency = 1.0e+13 1/s
Trap escape rate at 300 K = 5.760e+03 1/s
Slowest plate decay rate at 300 K = 3.403e-04 1/s
Relative local-equilibrium correction = 5.89e-08
```
